Threefold and fourfold crystal fields acting on J = 8

**Problem**

A magnetic atom with total angular momentum J = 8 stores one bit in the sign of its projection m on the z axis: m = +8 is one value and m = −8 the other. The atom sits on a site whose symmetry axis is z. Its energy contains a uniaxial part,

H₀ = −D Jz², D > 0,

which makes m = ±8 the two lowest states, and a transverse part set by the neighbours. On a fourfold site take

V₄ = B44 O44, O44 = (J+⁴ + J−⁴)/2,

and on a threefold site

V₃ = B43 O43 + B66 O66,
O43 = [Jz(J+³ + J−³) + (J+³ + J−³)Jz]/4,
O66 = (J+⁶ + J−⁶)/2.

Here J± = Jx ± iJy, angular momentum is measured in units of ħ, and the coefficients are energies. The parameters are D = 0.50 meV, B44 = 0.50 µeV, B43 = 5.0 µeV and B66 = 5.0 neV. At first there is no magnetic field and no nuclear spin.

(a) Estimate by scaling the splitting of the m = ±8 pair on each site.
(b) Find which symmetry can mix the two states, and whether it does so in one step.
(c) Calculate the splitting and the time in which a stored bit reverses.
(d) Compare the results with the estimate, and judge what the model leaves out.

**First estimate by scaling**

Let the transverse field change m by q in one step, with a typical matrix element v. Going from +8 to −8 takes p = 16/q steps and passes through p − 1 intermediate states, which lie above the starting level by a typical energy u. Each intermediate state contributes a factor of order v/u to the amplitude, so the effective coupling is v(v/u)^(p−1). Two degenerate levels joined by a coupling t split by 2t. Hence

Δ ~ 2v(v/u)^(p−1).

Each angular momentum operator is of order J, so both O44 and O43 have elements of order J⁴/2 = 2048. The energy scale is u ~ DJ² = 32 meV.

For the fourfold site, v ~ 0.50 µeV × 2048 = 1.02 meV and p = 4:

Δ ~ 2(1.02 meV)⁴/(32 meV)³ ≈ 6.7×10⁻⁵ meV = 67 neV.

For the threefold site, keeping only the O43 term, v ~ 5.0 µeV × 2048 = 10.2 meV. The number of steps is p = 16/3. If m is treated as a continuous variable, this fraction causes no difficulty, and

Δ ~ 2(10.2 meV)(0.32)^(13/3) ≈ 0.15 meV.

On this reckoning the threefold site is much the worse memory. The fractional number of steps is a warning that the reckoning may not be allowed.

**Exact solution: the selection rule**

Let the site have an n-fold axis. The rotation by 2π/n is R = exp(−2πi Jz/n), and R|m> = exp(−2πi m/n)|m>. Symmetry of the field means R†HR = H. Taking a matrix element of this equation gives

<m'|H|m> = <m'|R†HR|m> = exp[2πi(m' − m)/n] <m'|H|m>.

Either the phase factor is 1 or the element is zero. Therefore H connects m and m' only if m − m' is a multiple of n.

The states consequently fall into classes with equal remainder of m on division by n. Since H never leaves a class, neither does any power of H, nor the evolution operator exp(−iHt/ħ). A transition forbidden between classes is thus forbidden at every order in the crystal field.

For the two memory states the difference is 16. With n = 3, 16 = 3·5 + 1, and the classes are

containing +8: 8, 5, 2, −1, −4, −7;
containing −8: −8, −5, −2, 1, 4, 7.

They have no common member. Adding further threefold terms, of whatever strength, does not change this. With n = 4, 16 = 4·4, and one class contains both states:

8, 4, 0, −4, −8.

So fourfold symmetry permits mixing and threefold symmetry forbids it. Of the crystallographic axes n = 1, 2, 3, 4, 6, those that permit it are 1, 2 and 4, the divisors of 16.

**Is the mixing direct?**

The word "direct" can mean that a single matrix element <8|H|−8> is nonzero. In that sense neither field mixes the states. A crystal field is a potential acting on one electron at a time. In an f shell each orbital has l = 3, and the product of two such orbitals contains spherical harmonics of degree at most 3 + 3 = 6. Components of the potential of higher degree integrate to zero. Summed over the electrons, a component of degree k acts on the multiplet as a tensor operator of rank k, which changes m by at most k. The largest single change is therefore 6, whereas 16 is needed.

A one-step connection would require an operator of rank 16, such as J+¹⁶ + J−¹⁶. Fourfold symmetry would allow it and threefold symmetry would not, but a one-electron potential within the f shell does not supply it. The fourfold field mixes the states through the chain 8 → 4 → 0 → −4 → −8.

**The threefold doublet**

Absence of mixing does not by itself make two energies equal. That follows from time reversal T, which reverses every component of J and acts as

T|m> = (−1)^m |−m>.

The operators in H are products of an even number of angular momentum components, so T commutes with H. If ψ₊ is an eigenstate in the class of +8, then Tψ₊ has the same energy and lies in the class of −8. The two states are orthogonal because the classes are disjoint. The doublet is degenerate, and the threefold splitting is

Δ₃ = 0.

The field still distorts each state within its own class. Numerical diagonalization with the given B43 and B66 leaves a weight of 0.986 on m = 8 in ψ₊. The rest lies on 5, 2, −1, −4 and −7, with none on −8.

**The fourfold splitting**

The ladder relation is

J−|m> = √[(J + m)(J − m + 1)] |m − 1>.

Applying it four times from m = 8, and then four times from m = 4, gives

<4|J−⁴|8>² = (16·1)(15·2)(14·3)(13·4) = 16!·4!/12!,
<0|J−⁴|4>² = (12·5)(11·6)(10·7)(9·8) = 12!/4!.

The elements themselves are 1023.87 and 4467.48. Define the couplings

a = (B44/2)·1023.87 = 0.256 meV,
c = (B44/2)·4467.48 = 1.117 meV.

By the symmetry m → −m, the steps 0 → −4 and −4 → −8 have the couplings c and a. The five states have energies −64D, −16D, 0, −16D, −64D.

Now use the combinations that are odd and even under m → −m. The odd ones are (|8> − |−8>)/√2 and (|4> − |−4>)/√2. The state |0> is even, so it does not couple to them. The odd energies obey

(E + 64D)(E + 16D) = a²,

or

E + 64D = a²/(E + 16D). (odd)

The even combination (|4> + |−4>)/√2 couples to |0> with strength √2 c, because both of its parts contribute. Let the even eigenvector have amplitudes x₈, x₄, x₀. Its equations are

(E + 64D)x₈ = a x₄,
(E + 16D)x₄ = a x₈ + √2 c x₀,
E x₀ = √2 c x₄.

The last gives x₀ = √2 c x₄/E. Inserting this in the second gives x₄ = a x₈/(E + 16D − 2c²/E), and the first becomes

E + 64D = a²/(E + 16D − 2c²/E). (even)

These two equations are exact for the model. They differ only by the term 2c²/E, which comes from m = 0. Without that state the chain is cut, the two equations coincide, and the splitting vanishes.

For a weak transverse field put E ≈ −64D on the right-hand sides. Then

E_odd + 64D ≈ −a²/(48D),
E_even + 64D ≈ −a²/[48D − 2c²/(64D)]
≈ −[a²/(48D)]·[1 + 2c²/(48·64 D²)].

The even state is lower, and the difference is

Δ = E_odd − E_even = 2a²c²/(48·64·48 D³).

In a²c² the factors 4! and 12! cancel, leaving a²c² = (B44/2)⁴·16!. Therefore

Δ = 2·16!·(B44/2)⁴/(48·64·48 D³).

With the numbers,

Δ = 2(0.256)²(1.117)²/(24·32·24) meV = 8.87 neV.

Numerical diagonalization of the 17 × 17 matrix gives 8.89 neV, which is larger than the formula by 0.28%. The next term of the expansion in 2c²/(48·64 D²), a quantity equal to 0.32% here, raises the splitting by that fraction. Two smaller effects act the other way: the downward shift of the ±8 levels increases the energy denominators (−0.03%), and a weight a²/(48D)² moves from ±8 to ±4 (−0.01%). Relative corrections scale as (B44/D)²: with B44 halved, the difference falls to 0.07%.

**Reversal of the stored bit**

The fourfold eigenstates are nearly (|8> ± |−8>)/√2. An atom prepared in |8> is an equal superposition of them, and their relative phase advances as Δt/ħ. The probability of finding −8 is therefore

P(t) ≈ sin²[Δt/(2ħ)].

It first reaches its maximum at t = h/(2Δ) = 0.23 µs, and the full oscillation has the frequency Δ/h = 2.15 MHz. Evolution with the full matrix gives P = 0.9999 at that time. In the threefold field P = 0 at all times, by the selection rule.

**Comparison with the estimate**

For the fourfold site the estimate has the correct dependence B44⁴/D³, but 67 neV is too large by a factor of 7.6. Two replacements account for the factor. The estimate used J¹⁶ = 8¹⁶ for the product of ladder elements, while the true product is 16! = 2.09×10¹³, smaller by the factor 0.074. It used 64³ for the energy denominators in place of 48·64·48, which raises the true result by 1.78. Together, 0.074 × 1.78 = 0.132, and 67 neV × 0.132 = 8.9 neV.

For the threefold site the estimate fails in kind: it gives 0.15 meV where the answer is zero. Scaling measures how strong a chain of steps would be. Whether the chain ends on −8 is a question about integers, and a continuous m cannot answer it.

**What the isolated model leaves out**

*Axial field.* A field B along z separates +8 and −8 by ε = 16gμB B, where μB is the Bohr magneton. For the 4f¹⁰ ground multiplet, L = 6 and S = 2, and

g = 1 + [8·9 + 2·3 − 6·7]/(2·8·9) = 1.25.

A coupling Δ/2 between levels ε apart mixes them with weight (Δ/2ε)² when ε ≫ Δ. The separation equals Δ at only 7.7 µT. At 10 mT it is 11.6 µeV, and the weight of the opposite state is 1.5×10⁻⁷. Fourfold tunnelling is thus effective only close to resonance.

*Nuclear spin.* Holmium has I = 7/2 and a coupling A J·I; take A = 3 µeV as a rough value. For nuclear projection m_I, the electronic levels ±8 are separated by 16A|m_I|, which is at least 8A = 24 µeV. This far exceeds Δ. Diagonalization with the whole coupling, and a field of 1 µT to separate the time-reversed pairs, gives an opposite-state weight of at most 3.4×10⁻⁸ among the 16 lowest fourfold states. The free oscillation at 2.15 MHz is therefore blocked at zero field. An axial field that cancels the nuclear one restores the resonance. For |m_I| = 1/2 this needs about 10 mT × 24/11.6 = 21 mT. On the threefold site the full coupling A J·I has a further effect: the selection rule then applies to m + m_I instead of m alone, so rotation symmetry no longer forbids a reversal accompanied by a suitable change of m_I.

*Substrate electrons.* In a metal, an electron can exchange spin with the atom through a component of J. The operator J− takes the class of +8 to that of −8, since it changes the remainder from 2 to 1, so threefold symmetry does not forbid this event. Time reversal does. For integer J, T² = 1. Let A′ be Hermitian and odd under T, as Jx, Jy and Jz are. Because T is antiunitary, <α|β> = <Tβ|Tα>, so

<Tψ|A′ψ> = <TA′ψ|T²ψ> = −<A′Tψ|ψ> = −<Tψ|A′ψ> = 0.

The element of J− = Jx − iJy then vanishes too. In the example the separate contributions to it reach 4.6×10⁻⁴, and they cancel. This protection holds for one exchange event at lowest order, and only without a magnetic field or a nuclear spin. For a given m_I the hyperfine term A m_I Jz acts on the electrons like an axial field; it is odd under T, so the two electronic states are no longer exact time-reversed partners and the cancellation is incomplete. Repeated events can pass through other states.

*Distortion.* A twofold term E₂(Jx² − Jy²) destroys the threefold axis. Steps of 3 and 2 can then be combined, for example 16 = 6·3 − 2, with a single use of the distortion. For small E₂ the calculated splitting is indeed nearly linear: doubling E₂ from 0.05 to 0.10 µeV multiplies it by 2.01. At larger E₂, chains that use the distortion twice, such as 16 = 4·3 + 2·2, also matter. They strengthen or weaken the first kind according to the direction of the distortion in the plane. With E₂ = 5 µeV, for which E₂J² is 1% of the 32 meV barrier, and the distortion along x as written, the threefold doublet splits by 11.6 neV. This is more than the splitting of the undistorted fourfold site. Turning the same distortion by 30° about z reduces the splitting to 2.4 neV. These values depend strongly on the threefold coefficients, because chains through O43 and O66 interfere. With the sign of B66 reversed, the same distortion gives only 0.07 neV along x and 0.06 neV at 30°.

*Temperature and higher multiplets.* The first excitation is 7.5 meV on the fourfold site and 7.0 meV on the threefold site. At 4.2 K their Boltzmann factors are 1×10⁻⁹ and 3.5×10⁻⁹. These are occupations, and a lifetime also needs the rates of phonon and electron processes. The next multiplet lies roughly 600 meV higher, so its admixture is of order (32/600)² ≈ 0.3% in weight, or 5% in amplitude. If B44 changed effectively by 5%, Δ would change by about 20%. The selection rule would survive, because it rests on the rotation of the whole atom.

**Relation to real atoms**

Single holmium atoms on surfaces are the corresponding real case: a close-packed metal face such as Pt(111) offers threefold sites, and MgO(001) offers fourfold ones. The parameters here are round values of a plausible size, not a fit to either system. Real axial fields also contain terms of rank 4 and 6, which can change the level order, so the lowest doublet need not be m = ±8. The selection rule then gives a different answer: a doublet m = ±6 can be mixed on both sites, since 12 is a multiple of 3 and of 4, while m = ±7 is mixed on neither. Other fourfold terms can strengthen the chain or cancel it, partly or completely. Since Δ varies as B44⁴/D³, a factor of 2 in B44 changes it sixteenfold, and a factor of 2 in D eightfold. At most its order of magnitude carries over, and then only for similar parameters and when the other fourfold terms are small.

As far as tunnelling alone is concerned, a threefold site is preferable for a memory based on m = ±8 if its axis is intact and transverse fields are negligible (in this model, with g = 1.25, a field along x splits the threefold doublet by 0.04 neV at 0.1 T and by 4.4 neV at 0.5 T). Distortions of the size considered above can remove that advantage, depending on their direction and on the values and signs of the threefold coefficients, and detuning by an axial field or by the nuclear spin then becomes the relevant protection against tunnelling. This does not rank real surfaces by lifetime: scattering by substrate electrons and phonons can reverse the bit as well, and an insulating layer between atom and metal may matter more than the symmetry of the site.
